# Why Klein-Gordon Levels Merge in a Square Well and Dirac Levels Dive

Take a spherical square well of radius $R=\hbar/(mc)$, about 386 fm for the electron mass, and a hypothetical spin-0 particle of that mass. At depth $V_0=2.95\,mc^2$ its s wave has two bound levels, at $-0.846\,mc^2$ and $-0.973\,mc^2$. At $V_0=3.1\,mc^2$ both real levels are gone, replaced by the pair $E=(-1.021\pm0.174\,i)\,mc^2$. An electron in the same well shows nothing of the kind: its lowest level is still at $-0.048\,mc^2$ when $V_0=3\,mc^2$, and it later reaches $-mc^2$ without meeting another level. The difference comes from the sign of the conserved norm.

## The spin-0 level curve

The well is electrostatic: the potential energy is $V(r)=-V_0$ for $r<R$ and zero outside, and it is subtracted from the energy. It is a fixed external field. For a stationary state $\phi\,e^{-iEt/\hbar}$,

$$(E-V)^2\phi=(m^2c^4-\hbar^2c^2\nabla^2)\phi .$$

For an s wave put $u=r\phi$, so that $\nabla^2\phi=u''/r$ and $u(0)=0$:

$$\hbar^2c^2u''+\left[(E-V)^2-m^2c^4\right]u=0 .$$

Let $W=E+V_0$ and define

$$\hbar^2c^2k^2=W^2-m^2c^4,\qquad \hbar^2c^2\kappa^2=m^2c^4-E^2 .$$

Then $u=\sin kr$ inside and $u\propto e^{-\kappa r}$ outside. The potential has a finite jump, so $u$ and $u'$ are continuous. Dividing one condition by the other gives

$$k\cot kR=-\kappa .$$

It is easier to ask which depth produces a given $E$. Write $x=kR$ and $y=\kappa R=-x\cot x$. The lowest branch has $\pi/2<x<\pi$. There

$$\frac{dy}{dx}=-\cot x+\frac{x}{\sin^2x}>0,$$

and $y$ runs from 0 to infinity, so each $E$ in the gap $-mc^2<E<mc^2$ fixes one $x$. An attractive well requires the positive root for $W$, hence

$$V_0(E)=-E+\sqrt{m^2c^4+\hbar^2c^2k(E)^2}.$$

At both edges of the gap $\kappa=0$ and $kR=\pi/2$. A level therefore appears at $E=mc^2$ and at $E=-mc^2$ for the respective depths

$$V_b=-mc^2+S,\qquad V_a=mc^2+S,\qquad S=\sqrt{m^2c^4+\left(\frac{\pi\hbar c}{2R}\right)^2}.$$

Here $S=1.8621\,mc^2$, so $V_b=0.8621\,mc^2$ and $V_a=2.8621\,mc^2$.

The slope decides what happens between the edges. From the definition of $\kappa$, $d\kappa/dE=-E/(\hbar^2c^2\kappa)$. Also $k\,dk/d\kappa=f/R$, with

$$f(x)=x\frac{dx}{dy}=\frac{x\sin^2x}{x-\sin x\cos x}.$$

Differentiating $V_0(E)$ gives

$$\frac{dV_0}{dE}=-1+\frac{\hbar^2c^2}{W}\,k\frac{dk}{d\kappa}\frac{d\kappa}{dE}=-1-\frac{E\,f}{\kappa R\,W}.$$

For $E\ge0$ this is negative. As $E\to-mc^2$, $f\to1$ and $\kappa\to0$, so it tends to $+\infty$. The curve has a maximum inside the gap for every $R$.

There is one maximum. As $E$ goes from 0 down to $-mc^2$, $|E|$ grows while $\kappa$, $x$ and $W$ fall. If $f$ decreases with $x$, then $|E|f/(\kappa RW)$ grows steadily from 0 to infinity and equals 1 once. To check $f$, write $f=\sin^2x/g$ with $g=1-\sin2x/(2x)\ge1$. Then $f'/f=2\cot x-g'/g$, and we need $g'>-2ag$, where $a=|\cot x|$ and

$$g'=-\frac{\cos2x}{x}+\frac{\sin2x}{2x^2}.$$

For $x\le3\pi/4$ the first term is not negative, and $|\sin2x|=2a\sin^2x\le2a$, so $g'\ge-a/x^2>-2ag$. For $x>3\pi/4$ we have $a>1$, while $|g'|\le1/x+1/(2x^2)<1$. The condition holds in both cases.

Read with increasing depth, the curve says this: one level falls from $mc^2$; a second emerges from the lower continuum at $V_a$ and rises; they meet at the maximum $(E_m,V_m)$.

The rising level needs the square of the potential, though the square alone does not guarantee it: the Dirac function $G$ below obeys the same equation wherever $V$ is constant, with a different matching condition, and has no rising level. Dividing the radial equation by $2mc^2$ displays an effective potential $(2EV-V^2)/(2mc^2)$. At $E=-mc^2$ it is $V_0-V_0^2/(2mc^2)$ inside the well. The first term repels, but the second wins for $V_0>2mc^2$.

## The norm and what it does to the slope

Define $\pi=(i\hbar\partial_t-V)\phi$ and $K=m^2c^4-\hbar^2c^2\nabla^2$. The wave equation becomes first order in time:

$$i\hbar\partial_t\phi=V\phi+\pi,\qquad i\hbar\partial_t\pi=K\phi+V\pi .$$

Call the operator on the right $H$, acting on $\Psi=(\phi,\pi)$. With the product

$$\langle1,2\rangle=\int(\phi_1^*\pi_2+\pi_1^*\phi_2)\,d^3r$$

one finds

$$\langle1,H2\rangle=\int(\phi_1^*K\phi_2+\phi_1^*V\pi_2+\pi_1^*V\phi_2+\pi_1^*\pi_2)\,d^3r .$$

Since $K$ is Hermitian for normalizable functions and $V$ is real, this equals $\langle H1,2\rangle$. So $\langle\Psi,\Psi\rangle$ is conserved. For a stationary state $\pi=(E-V)\phi$, and for real $E$ the norm is proportional to

$$Q=\int_0^\infty(E-V)\,|u|^2dr .$$

This is the charge, up to a positive factor and the charge unit, and it can have either sign. If $Q<0$, the conjugate function $\phi^*$ solves the equation with $V$ reversed and energy $-E$, and its norm is positive. The mode therefore describes an antiparticle of energy $-E$.

Now deepen the well. Differentiate $H\Psi=E\Psi$ with respect to $V_0$ and take the product with $\Psi$. The terms containing $d\Psi/dV_0$ cancel for real $E$. Since $dH/dV_0$ is $-1$ inside the well and zero outside,

$$\frac{dE}{dV_0}=-\frac{W\int_0^R u^2dr}{Q}.$$

The numerator is positive. Levels with $Q>0$ fall and levels with $Q<0$ rise. At $V_0=2.95\,mc^2$ the slopes are $-2.55$ and $+1.07$. The first exceeds 1 in magnitude because for $E<0$ the outside region subtracts from $Q$.

Near $E=-mc^2$ the outer s wave spreads over a length $1/\kappa$. Its negative contribution to $Q$ grows without limit, which is why the state at the lower edge is an antiparticle whatever the radius.

At the maximum $dV_0/dE=0$, so $Q=0$. The integrals are elementary. Matching gives $\sin^2kR=k^2/(k^2+\kappa^2)$ and $\sin kR\cos kR=-k\kappa/(k^2+\kappa^2)$, so

$$\int_0^R u^2dr=\frac R2+\frac{\kappa}{2(k^2+\kappa^2)},\qquad \int_R^\infty u^2dr=\frac{k^2}{2\kappa(k^2+\kappa^2)} .$$

Multiplying $Q=0$ by $2\kappa(k^2+\kappa^2)$,

$$W\kappa\left[R(k^2+\kappa^2)+\kappa\right]+Ek^2=0 .$$

Together with the matching condition this gives $V_m=2.968\,mc^2$ and $E_m=-0.922\,mc^2$, or 1.516 MeV and $-0.471$ MeV. The numbers can be checked by hand in units of $mc^2$ and $\hbar/(mc)$: $W=2.045$, $\kappa=0.386$ and $k^2=3.182$, so the first term is $0.790\times3.718=2.94$ and the second is $-0.92245\times3.182=-2.94$. A direct search for the top of the curve agrees.

## Why opposite norms attract

A maximum of a curve shows that the levels meet. Coupling the two modes shows why they do not repel. Start just below $V_m$ with the particle mode $p$ and the antiparticle mode $a$, normalized to $+1$ and $-1$. They are orthogonal, because $(E_p-E_a)\langle p,a\rangle=0$. Deepen the well by $\delta$, and let $c_{ij}$ be the product $\langle i,j\rangle$ restricted to the inside. For $\Psi=\alpha\Psi_p+\beta\Psi_a$, taking products with each mode gives

$$(E_p-\delta c_{pp})\alpha-\delta c_{pa}\beta=E\alpha,$$

$$-E_a\beta-\delta(c_{pa}\alpha+c_{aa}\beta)=-E\beta .$$

The minus signs in the second line are the negative norm. Multiplying that line by $-1$ reverses one off-diagonal element relative to the other. The eigenvalues are real or complex according to the sign of

$$D=\left[E_p-E_a-\delta(c_{pp}+c_{aa})\right]^2-4\delta^2c_{pa}^2 .$$

With two positive norms the last term would be $+4\delta^2c_{pa}^2$ and $D$ could not be negative: coupled levels would repel. With opposite norms the coupling draws them together, and $D$ first vanishes at

$$\delta=\frac{E_p-E_a}{c_{pp}+c_{aa}+2|c_{pa}|}.$$

This neglects all other modes, so it needs a test. Starting $0.001000\,mc^2$ below the merger, the actual wavefunctions predict a distance of $0.001002\,mc^2$.

## Beyond the merger

Near the maximum, with $V_0''<0$,

$$V_0\approx V_m+\tfrac12V_0''(E-E_m)^2,\qquad E\approx E_m\pm\sqrt{\frac{2(V_m-V_0)}{|V_0''|}} .$$

For $V_0>V_m$ the root is imaginary. The computed curvature is $-8.71/(mc^2)$. At $V_0=3.1\,mc^2$ the formula gives $|\mathrm{Im}\,E|\approx\sqrt{2\times0.1324/8.71}\;mc^2=0.174\,mc^2$, as the full matching condition does. The real part has moved from $-0.922$ to $-1.021\,mc^2$, a shift that the leading formula omits. A separate diagonalization in a large box, using sine functions, gives the same complex pair.

These are bound modes. For complex $E$ one takes the root $\kappa$ with positive real part, and the outer wave decays even though $\mathrm{Re}\,E<-mc^2$. Conservation now demands $(E-E^*)\langle\Psi,\Psi\rangle=0$, hence

$$\int_0^\infty(\mathrm{Re}\,E-V)\,|u|^2dr=0 .$$

The mode is neutral: positive charge density inside balances negative density outside, in units of the particle's charge. A positive-definite norm would have forbidden complex $E$; an indefinite one permits it at the price of zero charge.

The energy balance says the same. Creating one particle and one antiparticle in the bound levels costs $E_p+(-E_a)$. At $V_0=2.95\,mc^2$ this is $0.127\,mc^2$, and at the merger it is zero. Beyond it, one mode grows as $e^{|\mathrm{Im}E|t/\hbar}$, with an amplitude e-folding time of $7.4\times10^{-21}$ s at $V_0=3.1\,mc^2$. The instability signals production of neutral pairs, and a stationary one-particle reading fails. The growth law itself assumes a fixed well; it leaves out the field of the charges produced and any interaction among them.

## The Dirac level in the same well

For the $s_{1/2}$ state let $G$ and $F$ be $r$ times the large and small radial functions:

$$G'-\frac Gr=\frac{E-V+mc^2}{\hbar c}F,\qquad F'+\frac Fr=-\frac{E-V-mc^2}{\hbar c}G .$$

Where $V$ is constant, differentiate the first equation and use both to remove $F$ and $F'$. The terms in $G'/r$ and $G/r^2$ cancel, leaving $\hbar^2c^2G''=-[(E-V)^2-m^2c^4]G$. So $G=\sin kr$ inside and $G\propto e^{-\kappa r}$ outside, with $k$ and $\kappa$ as before. The first equation supplies $F$, and continuity of $F/G$ gives

$$\frac{k\cot kR-1/R}{W+mc^2}=-\frac{\kappa+1/R}{E+mc^2}.$$

As $E\to-mc^2$ the right side tends to $-\infty$, so $kR\to\pi$ from below for the lowest level. It reaches the lower continuum at

$$V_D=mc^2+\sqrt{m^2c^4+\left(\frac{\pi\hbar c}{R}\right)^2}=4.297\,mc^2,$$

or 2.196 MeV.

The Dirac norm $\int(G^2+F^2)dr$ is positive. The same first-order argument gives

$$\frac{dE}{dV_0}=-P_{\rm in},$$

where $P_{\rm in}$ is the probability of being inside. Every normalizable level falls, with slope between $-1$ and 0. No partner can rise from below to meet it. At $V_0=3.5\,mc^2$, integration of the density gives $P_{\rm in}=0.752$, and the numerical slope is $-0.752$.

At the dive the state is still normalizable. There $G(R)=\sin\pi=0$, so $G$ vanishes outside, and the second radial equation leaves $F\propto1/r$. Inside, $W+mc^2=V_D$, and the integral of $F^2$ requires

$$\int_0^\pi\left(\cos x-\frac{\sin x}{x}\right)^2dx=\frac\pi2 .$$

To see this, expand the square and integrate $\sin^2x/x^2$ by parts: it cancels the cross term and leaves $\int_0^\pi\cos^2x\,dx$. Set

$$b=\frac{\hbar^2c^2k^2}{V_D^2}=\frac{(V_D-mc^2)^2-m^2c^4}{V_D^2}=1-\frac{2mc^2}{V_D}.$$

The inside norm is $(R/2)(1+b)$. The outside norm is $\int_R^\infty bR^2dr/r^2=bR$. Therefore

$$P_{\rm in}=\frac{(1+b)/2}{(1+b)/2+b}=\frac{V_D-mc^2}{2V_D-3mc^2}=0.589 .$$

The level arrives with a finite downward slope. Extrapolating to $V_0=4.35\,mc^2$ gives $E\approx-(1+0.589\times0.053)\,mc^2=-1.031\,mc^2$. The matching function continued to its second sheet, where $\mathrm{Re}\,\kappa<0$, has zeros at $(-1.032\pm0.003\,i)\,mc^2$.

These complex numbers differ in kind from the spin-0 pair. Their outer functions grow with distance, so they are not eigenstates. They describe a resonance among real-energy continuum states: the inner density, for states normalized per unit energy, peaks at $-1.032\,mc^2$ with full width $0.0065\,mc^2$, twice the imaginary part of the pole. A count of decaying solutions over a large rectangle of the upper half-plane of $E$ at $V_0=4.5\,mc^2$ finds one for the Klein-Gordon s wave and none for the Dirac $s_{1/2}$ channel; other partial waves are not included in this count.

In the filled-sea description, a dived level that was empty can be filled from the continuum, and the hole left behind is an outgoing positron. Pauli exclusion limits this filling; the spin-0 mode has no such limit.

## Width of the well and angular momentum

The s-wave merger exists for every radius, but its window changes. For $R=0.5$, 1, 2 and 4 in units of $\hbar/(mc)$, $V_m-V_a$ is 0.144, 0.105, 0.055 and 0.020 $mc^2$. At the maximum $yW=|E|f$. Since $f\le1$ and $|E|<mc^2<W$, this gives $y<1$, so $\kappa<1/R$, while $k<\pi/R$. In the wide-well limit $|E|$ and $W$ therefore both approach $mc^2$, and the maximum condition becomes $f(x)=y$. This has one root, since $f$ falls from 1 while $y$ rises from 0. Thus $\kappa R$ tends to a constant and $E_m+mc^2$ shrinks as $1/R^2$. From $R=2$ to 4 it drops from 0.0401 to 0.0145 $mc^2$, a factor of 2.8, so the limiting factor of 4 is not yet reached.

Merging is not a property of every spin-0 level. For the lowest p wave at $E=-mc^2$, the outer function is $u\propto1/r$, so $(ru)'=0$ there. Inside, $u=r j_1(kr)$ and $(ru)'=kr^2j_0(kr)$. Matching gives $j_0(kR)=0$, or $kR=\pi$. Since $r j_1(kr)=(\sin x/x-\cos x)/k$ with $x=kr$, the integral used above gives $R/(2k^2)$ inside. At the edge $u(R)=1/k$, so the outside integral is $R/k^2$. Hence

$$Q=\frac{R}{k^2}\left(\frac W2-mc^2\right),\qquad \frac{dV_0}{dE}=-\frac{Q}{W R/(2k^2)}=\frac{2mc^2}{W}-1 .$$

The centrifugal barrier keeps the outside charge finite, and either sign can win. With $W=\sqrt{m^2c^4+(\pi\hbar c/R)^2}$, the state at the edge is an antiparticle if

$$R>\frac{\pi}{\sqrt3}\,\frac{\hbar}{mc}=1.814\,\frac{\hbar}{mc}.$$

Then the curve rises from $E=-mc^2$. Since its value at $E=mc^2$ is lower by $2mc^2$, it has a maximum in the gap and levels merge. At $R=2.5\,\hbar/(mc)$ the edge slope is $+0.245$. At $R=\hbar/(mc)$ it is $-0.393$, and a scan from $-mc^2$ to $0.95\,mc^2$ finds the curve falling throughout (for $E>0$ it must fall, since $E-V>0$ everywhere and so $Q>0$): this p level reaches $-mc^2$ with positive norm, without a merger in the gap. Its behaviour beyond the edge is a separate question. The full set of values is in the numerical output below.

## Computed results

```
mc^2 = 0.510999 MeV
R = hbar/(mc) = 386.159 fm
Klein-Gordon s wave, energies in mc^2
particle level appears at V0 = 0.86210
antiparticle level appears at V0 = 2.86210
V0 = 1.00: particle E = 0.97431, antiparticle E = none
V0 = 2.00: particle E = 0.25213, antiparticle E = none
V0 = 2.80: particle E = -0.60121, antiparticle E = none
V0 = 2.90: particle E = -0.74748, antiparticle E = -0.99692
V0 = 2.95: particle E = -0.84587, antiparticle E = -0.97289
dE/dV0 of particle at V0 = 2.00: -0.9269
dE/dV0 of particle at V0 = 2.95: -2.5542
dE/dV0 of antiparticle at V0 = 2.95: 1.0660
merger: V_m = 2.96756, E_m = -0.92245
merger in MeV: V_m = 1.51642, E_m = -0.47137
curvature V0'' at merger = -8.715 1/(mc^2)
sine basis at V0 = 2.95: E = -0.97290, -0.84586
V0 = 3.1: E = -1.02121 +- 0.17366 i
sine basis there: E = -1.02120 +- 0.17366 i
|Im E| at V0 = 3.1: 0.08874 MeV
amplitude e-folding time at V0 = 3.1: 7.417e-21 s
two-mode test starts below V_m by 0.001000 mc^2
two-mode predicted distance = 0.001002 mc^2
other radii: R in hbar/(mc), energies in mc^2
R = 0.5: V_a = 4.29691, V_m = 4.44132, E_m = -0.88958
R = 1.0: V_a = 2.86210, V_m = 2.96756, E_m = -0.92245
R = 2.0: V_a = 2.27155, V_m = 2.32657, E_m = -0.95987
R = 4.0: V_a = 2.07434, V_m = 2.09386, E_m = -0.98553
p-wave limiting radius = 1.8138 hbar/(mc)
p wave R = 1.0 hbar/(mc): dV0/dE at -mc^2 = -0.3934
p wave R = 2.5 hbar/(mc): dV0/dE at -mc^2 = 0.2454
Dirac s1/2, energies in mc^2
V0 = 2.0: E = 0.64131
V0 = 2.5: E = 0.31227
V0 = 3.0: E = -0.04769
V0 = 3.5: E = -0.42137
V0 = 4.0: E = -0.79391
probability inside at V0 = 3.5: 0.7520
finite-difference dE/dV0 there: -0.7520
dive at V_D = 4.29691 mc^2 = 2.19572 MeV
probability inside at the dive = 0.5894
V0 = 4.35: resonance pole E = -1.03167 +- 0.00323 i
inner-density peak at E = -1.03192, full width = 0.00652
upper-plane zeros, Klein-Gordon, V0 = 2.8: 0
upper-plane zeros, Klein-Gordon, V0 = 4.5: 1
upper-plane zeros, Dirac, V0 = 4.5: 0
Klein-Gordon at V0 = 4.5: E = -2.08429 +- 0.53939 i
```
